\section*{Specular Reflectance of Multilayer Mirrors with Gaussian Interface Displacements, part 2}

A multilayer mirror in vacuum has interfaces displaced from a fixed ideal lattice. The question is how this changes its reflectance. Light of vacuum wavelength $\lambda$ arrives at angle $\theta$ from the normal, polarized perpendicular to the plane of incidence. Depth $z$ increases into the stack, lengths are in nm, and permittivities are relative. The vertical wave number is $k_z=2\pi\cos\theta/\lambda=q/2$.

Interface $j$ has ideal depth $z_j$, zero-mean Gaussian displacement $h_j(x,y)$ of RMS size $\sigma$, and permittivity step $\Delta_j$. In the kinematic approximation (undiminished incident wave, no multiple reflection) its amplitude is $a_j=-\Delta_je^{iqz_j}/(4\cos^2\theta)$. With $\langle\cdots\rangle$ for the lateral average, the specular amplitude is $r=\sum_ja_j\langle e^{iqh_j}\rangle$. The ideal stack has $r_0=\sum_ja_j$ and $R_0=|r_0|^2$. With $g=q^2\sigma^2$, $\langle e^{iqh_j}\rangle=e^{-g/2}$, so the coherent specular reflectance, without diffuse light, is
\begin{equation}
R_{\rm spec}=R_0\,e^{-q^2\sigma^2},\qquad
q=\frac{4\pi\cos\theta}{\lambda}.
\label{result}
\end{equation}
The specular wave sees the laterally averaged permittivity, whose excess over 1 is
\begin{equation}
\overline{\delta\epsilon}(z)=\sum_j\Delta_j\,
\Phi\!\left(\frac{z-z_j}{\sigma}\right),\qquad
\Phi(t)=\frac1{\sqrt{2\pi}}\int_{-\infty}^t e^{-s^2/2}ds .
\label{graded}
\end{equation}
Flat interfaces graded with this profile give the same specular reflectance in this approximation.

The example stack has $N$ periods of length $d$, each with two layers of thickness $d/2$ and permittivities $1\pm\Delta/2$. Its $2N+1$ interfaces have steps of size $\Delta$ and alternating sign, except that the first and last are half as large. At the first Bragg peak, $d=\lambda/(2\cos\theta)$, all $a_j$ are in phase and $|r_0|=2N\Delta/(4\cos^2\theta)$. The values are $\lambda=13.5$ nm, $\theta=6^\circ$, $\sigma=0.5$ nm, $N=10$ and $\Delta=0.01$, which give $d=6.787$ nm, $q=0.9257\ \mathrm{nm}^{-1}$, $g=0.2143$, $e^{-g}=0.80715$, $|r_0|=0.05055$ and $R_0=2.556\times10^{-3}$.

\subsection{Where vertical correlation enters}

The amplitude returned by one lateral point of the mirror is
\begin{equation}
A(x,y)=\sum_ja_j\,e^{iqh_j(x,y)} .
\end{equation}
Its lateral average is the specular amplitude. Its other Fourier components, with lateral wave vector $\mathbf K\neq0$, describe light sent into other directions. By Parseval's theorem the total is $\langle|A|^2\rangle$, so the diffuse part is
\begin{equation}
D=\langle|A|^2\rangle-|\langle A\rangle|^2 .
\label{Ddef}
\end{equation}
This treats $q$ as the same for specular and diffuse light. The vertical wave number $k_z'$ of a diffuse wave obeys $k_z'^2=k_z^2-2\mathbf K\cdot\mathbf k_\parallel-K^2$, where $\mathbf k_\parallel$ is the lateral wave vector of the incident wave. For small $K$,
\begin{equation}
k_z'-k_z\simeq-\frac{2\mathbf K\cdot\mathbf k_\parallel+K^2}{2k_z}.
\end{equation}
For a lateral correlation length $\ell$ the typical $K$ is $1/\ell$. The phase error over a stack of depth $L$ is then small if $L\tan\theta/\ell\ll1$ and $L/(2k_z\ell^2)\ll1$. Equation \eqref{Ddef} is thus a statement about long-range roughness that scatters close to the specular direction. The specular formula itself has no such restriction.

Let the displacements be jointly Gaussian with $\langle h_jh_l\rangle=c_{jl}\sigma^2$ and $c_{jj}=1$. The difference $h_j-h_l$ is Gaussian with variance $2\sigma^2(1-c_{jl})$, so
\begin{equation}
\langle|A|^2\rangle=\sum_{j,l}a_ja_l^*
\langle e^{iq(h_j-h_l)}\rangle
=\sum_{j,l}a_ja_l^*\,e^{-g(1-c_{jl})} .
\end{equation}
Subtracting $|\langle A\rangle|^2=e^{-g}\sum_{j,l}a_ja_l^*$ gives
\begin{equation}
D=e^{-g}\sum_{j,l}a_ja_l^*\left(e^{gc_{jl}}-1\right).
\label{D}
\end{equation}

For independent interfaces $c_{jl}=0$ when $j\neq l$. The diagonal terms alone survive:
\begin{equation}
D_{\rm ind}=e^{-g}(e^g-1)\sum_j|a_j|^2
=(1-e^{-g})\sum_j|a_j|^2 .
\label{Dind}
\end{equation}
For identical displacements $c_{jl}=1$ throughout, and
\begin{equation}
D_{\rm same}=e^{-g}(e^g-1)\sum_{j,l}a_ja_l^*
=(1-e^{-g})R_0 .
\label{Dsame}
\end{equation}
In the second case the diffuse waves from the interfaces add with the same relative phases as the waves from the ideal stack, and the diffuse light near the specular direction carries the whole specular loss.

In the example stack, $2N-1$ interfaces have the full step and two have half of it, so
\begin{equation}
\frac{\sum_j|a_j|^2}{R_0}
=\frac{(2N-1)+2\cdot\frac14}{(2N)^2}
=\frac{19.5}{400}=0.0488 .
\end{equation}
With $1-e^{-g}=0.1929$ this gives $D_{\rm ind}=0.0094\,R_0$ and $D_{\rm same}=0.193\,R_0$. Independent roughness thus takes 19.3\,\% from the specular beam but returns less than 1\,\% of $R_0$ as diffuse reflection. In a lossless stack energy conservation assigns the difference to the transmitted side: the interfaces cooperate less well in turning the wave back.

These laws were tested on random interfaces with a finite lateral correlation length, by averaging the column amplitudes directly. The specular share was 0.807 of $R_0$ for independent and for identical displacements. The diffuse shares were 0.0094 and 0.193. The sample thus confirms that vertical correlation changes the diffuse light and leaves the specular factor alone.

\subsection{Flat interfaces displaced as a whole}

If each interface is flat and merely sits at the wrong depth, no lateral averaging takes place. One mirror then has the reflectance $|\sum_ja_je^{iqh_j}|^2$ with fixed numbers $h_j$, and all of it is specular. The mean over many mirrors with independent displacements is the full $\langle|A|^2\rangle$:
\begin{equation}
\langle R\rangle=e^{-g}R_0+(1-e^{-g})\sum_j|a_j|^2 .
\label{flat}
\end{equation}
For the example this is $(0.80715+0.00940)R_0=0.817\,R_0$. At the peak the extra term falls as $1/N$ relative to $R_0$, so \eqref{result} remains a good estimate of the mean for many periods. An individual mirror deviates from this mean. At the peak $r/r_0$ is an average over about $2N$ independent phase factors, so the relative spread between mirrors falls as $1/\sqrt N$. If all interfaces shift together, the reflectance does not change at all, since a common phase drops out of the modulus.

\subsection{Accumulating thickness errors}

The displacement $h_j$ has so far been measured from a fixed lattice. If instead each layer has an independent thickness error, the position errors add up. Number the interfaces from $n=1$ to $2N+1$, and let interface $n$ be displaced by the sum of $n$ independent Gaussian contributions of RMS size $\sigma$ that vary laterally as before. The first contribution is the error of the first interface itself. The variance is then $n\sigma^2$, and the amplitude factor of interface $n$ is $x^n$ with $x=e^{-g/2}$.

At the Bragg peak all terms are in phase, and the two end interfaces have weight one half. Grouping each layer with half of the interface on either side gives
\begin{align}
\frac{r}{r_0}&=\frac1{2N}\sum_{n=1}^{2N}\frac{x^n+x^{n+1}}2
=\frac{1+x}{4N}\sum_{n=1}^{2N}x^n
\nonumber\\
&=\frac{x(1+x)\left(1-x^{2N}\right)}{4N(1-x)} .
\label{cum}
\end{align}
With $x=0.8984$ and $N=10$, $x^{20}=e^{-10g}=0.117$, and
\begin{equation}
\frac{r}{r_0}=\frac{0.8984\times1.8984\times0.883}{40\times0.1016}
=0.370,\qquad \left(\frac{r}{r_0}\right)^2=0.137 .
\end{equation}
The random sample gave 0.138. The same 0.5 nm that costs 19\,\% as a position error about a fixed lattice costs 86\,\% as an accumulating error. This is the coherent loss for errors that vary laterally. If each thickness error is uniform across the mirror, all reflected light is specular, and the mean over many mirrors is $\langle|A|^2\rangle=\sum_{j,l}|a_j||a_l|\,x^{|j-l|}$, which is $0.55\,R_0$ for the example. The loss now depends on the number of periods. For large $N$ the factor $1-x^{2N}$ tends to one, so $r/r_0$ falls as $1/N$ while $r_0$ grows as $N$: further periods add no coherent amplitude. Before \eqref{result} is used, it must therefore be settled whether a quoted $\sigma$ refers to positions or to layer thicknesses.

\subsection{Strong reflection}

When a stack reflects strongly, the kinematic approximation fails. For a lossless stack at its Bragg peak the correction can be derived in closed form. Let $\rho_j$ be the Fresnel amplitude of interface $j$ for light from above, and $B_{j+1}$ the amplitude of everything below it, referred to interface $j+1$. Let $p$ be the phase factor for a round trip through the layer between them, and set $X=pB_{j+1}$. From below, the interface reflects with $-\rho_j$, and the product of its two transmission amplitudes is $1-\rho_j^2$. Summing over all round trips,
\begin{align}
B_j&=\rho_j+(1-\rho_j^2)X\left[1-\rho_jX+(\rho_jX)^2-\cdots\right]
\nonumber\\
&=\rho_j+\frac{(1-\rho_j^2)X}{1+\rho_jX}
=\frac{\rho_j+X}{1+\rho_jX} .
\label{rec}
\end{align}
The last step uses $\rho_j(1+\rho_jX)+(1-\rho_j^2)X=\rho_j+X$.

At the peak each layer is a quarter wave thick, so $p=-1$. For layers of equal thickness $d/2$ this is true up to small phase errors that have opposite signs in the two materials and cancel over a period to first order in $\Delta$. The Fresnel amplitudes alternate in sign, $\rho_j=(-1)^jv_j$, where all $v_j$ have the same sign. Put $B_j=(-1)^js_j$. Then $X=-(-1)^{j+1}s_{j+1}=(-1)^js_{j+1}$, the sign factors cancel in the denominator, and
\begin{equation}
s_j=\frac{v_j+s_{j+1}}{1+v_js_{j+1}} .
\end{equation}
This is the addition theorem of the hyperbolic tangent, so the inverse hyperbolic tangents add. For weak interfaces $\operatorname{artanh}v_j\simeq v_j$, and the sum of the $v_j$ is the kinematic amplitude $r_0$. Therefore
\begin{equation}
|r|=\tanh|r_0| .
\label{tanh}
\end{equation}

Roughness is included by letting the wave travel through the laterally averaged permittivity, in which each step is smoothed to a Gaussian-graded one. Because $\sigma$ is much smaller than the layer thickness, the graded steps remain separate, and each reflects with $v_je^{-g/2}$ to first order in $\Delta$. The peak reflectance becomes
\begin{equation}
R=\tanh^2\!\left(|r_0|e^{-g/2}\right),\qquad
\frac{R}{R_{\rm sharp}}=
\frac{\tanh^2(|r_0|e^{-g/2})}{\tanh^2|r_0|} .
\label{ratio}
\end{equation}
This mean-profile model leaves out absorption, and it also leaves out the energy that diffuse scattering removes from the coherent waves inside the stack. It describes flat graded interfaces directly, but for rough interfaces it is an approximation whose quality depends on the correlations of the roughness. A counterexample is a displacement $h(x,y)$ of long lateral range that is the same for all interfaces. Each column of the mirror then reflects with $r\,e^{iqh}$, where $r$ is the full amplitude of the sharp stack, and the specular factor remains $e^{-g}$ however strong the reflection is.

In the mean-profile model the ratio exceeds $e^{-g}$. The function $\tanh u$ is concave for $u>0$ and starts from zero, so $\tanh(u)/u$ decreases with $u$, and a reduction of the argument lowers the hyperbolic tangent by less than in proportion. Physically, a strongly reflecting stack has periods to spare: light that the upper periods fail to turn back is partly reflected by deeper ones.

For weak reflection, $\tanh^2u\simeq u^2(1-\tfrac23u^2)$ gives
\begin{equation}
\frac{R}{R_{\rm sharp}}\simeq e^{-g}
\left[1+\tfrac23R_0\left(1-e^{-g}\right)\right].
\label{corr}
\end{equation}
Within the mean-profile model, the second term in the bracket is the leading relative error of the kinematic factor. With $g=0.2143$ it reaches 1\,\% when $R_0=0.01/(0.667\times0.193)\simeq0.08$.

\subsection{Comparison with the full wave equation}

The wave equation was solved with all multiple reflections for the sharp and the Gaussian-graded profiles, cut into thin slices. For the 10-period stack the ratio of the two reflectances is 0.80735, against the kinematic 0.80715. Equation \eqref{corr} predicts an excess of $0.807\times0.667\times0.00256\times0.193=2.7\times10^{-4}$, slightly more than the $2.0\times10^{-4}$ found. The slicing accounts for the rest. A slice of thickness $b$ with constant permittivity contributes to the Born integral with the factor $\sin(qb/2)/(qb/2)$, which lowers the reflectance of a smooth profile by the fraction $(qb)^2/12$. With 200 slices per period, $qb=2\pi/200$, and the fraction is $8\times10^{-5}$. The sharp profile is unaffected, because its interfaces coincide with slice boundaries.

At $\theta=40^\circ$, with the period retuned to 8.81 nm, the formula gives 0.8806 and the wave equation 0.8811. The weaker loss reflects the factor $\cos^2\theta$ in the exponent.

A stack with $N=100$ and $\Delta=0.02$ shows the failure of the kinematic factor. Here $|r_0|=1.011$, so the kinematic reflectance would exceed one. Equation \eqref{tanh} gives $\tanh^2(1.011)=0.587$ for sharp interfaces. For $\sigma=0.5$ nm the argument falls to $1.011\times0.8984=0.908$, and the reflectance to 0.519. The wave equation gives the same values to three digits. The ratio is 0.884: the peak loses 11.6\,\% of its sharp value, where the kinematic factor predicts 19.3\,\%.

The difference matters when $\sigma$ is inferred from a measured peak. Inserting the ratio 0.884 in the kinematic formula would give
\begin{equation}
\sigma=\frac{\sqrt{-\ln0.8838}}{0.9257\ \mathrm{nm}^{-1}}
=0.38\ \mathrm{nm},
\end{equation}
which is 24\,\% below the 0.5 nm of the graded profile. This bias belongs to the mean-profile model: for long-range roughness common to all interfaces the factor stays $e^{-g}$, the kinematic inversion is correct, and the inversion below would overestimate $\sigma$. Within the lossless mean-profile model the correct inversion follows from $\operatorname{artanh}\sqrt R=|r_0|e^{-g/2}$:
\begin{equation}
\sigma=\frac1q\sqrt{2\ln\frac{|r_0|}{\operatorname{artanh}\sqrt R}} .
\end{equation}
It requires $|r_0|$ to be known from the contrast and the number of periods. For an absorbing mirror neither this inversion nor \eqref{tanh} applies. The graded profile \eqref{graded} can then be used, within the mean-profile model, with complex permittivities in a numerical solution of the wave equation, a case not covered by the tests reported here.

\section*{Computed results}
\begin{verbatim}
wavelength = 13.5 nm
angle from normal = 6.0 degrees
RMS displacement sigma = 0.5 nm
Bragg period d = 6.7872 nm
momentum transfer q = 0.92574 1/nm
q sigma = 0.46287 (no unit)
exponent (q sigma)^2 = 0.21425 (no unit)
amplitude factor = 0.89841 (no unit)
reflectance factor = 0.80715 (no unit)
sigma for 10 % loss = 0.3506 nm
factor at sigma 0.1 nm = 0.9915
factor at sigma 0.2 nm = 0.9663
factor at sigma 0.3 nm = 0.9258
factor at sigma 0.5 nm = 0.8071
factor at sigma 0.7 nm = 0.6571
factor at sigma 1.0 nm = 0.4244
thin stack: pairs = 10, contrast = 0.01
thin, kinematic peak amplitude = 0.05055
thin, sharp, kinematic R = 2.5555e-03
thin, sharp, wave equation R = 2.5512e-03
thin, rough, kinematic R = 2.0627e-03
thin, graded, wave equation R = 2.0597e-03
thin, wave equation ratio = 0.80735
20 degrees, sharp, kinematic R = 1.0361e-03
20 degrees, sharp, wave equation R = 1.0362e-03
40 degrees, Bragg period = 8.8115 nm
40 degrees, factor by formula = 0.88063
40 degrees, wave equation ratio = 0.88107
random interfaces, shares of the sharp-stack R:
independent, specular = 0.8069
independent, diffuse = 0.00937
independent, diffuse by formula = 0.00940
identical, specular = 0.8069
identical, diffuse = 0.1931
identical, diffuse by formula = 0.1929
accumulating, specular = 0.1381
accumulating, specular by formula = 0.1372
thick stack: pairs = 100, contrast = 0.02
thick, kinematic peak amplitude = 1.0110
thick, sharp, wave equation R = 0.5871
thick, sharp, tanh law R = 0.5871
thick, graded, wave equation R = 0.5189
thick, graded, tanh law R = 0.5189
thick, wave equation ratio = 0.8838
thick, tanh law ratio = 0.8839
\end{verbatim}
